# Two-electron share of spin-orbit constants from 2p to 6p, 3d and 4f

## Problem

An electron in a valence shell $nl$ feels the spin-orbit field of the nucleus, reduced by the other electrons. Write its spin-orbit constant as

$$\zeta=\zeta_1(1-x),\qquad \zeta_1=\frac{\alpha^2}{2}Z\langle r^{-3}\rangle ,$$

where $\alpha$ is the fine-structure constant and $x$ is the two-electron share. Find $x$ for a valence shell $l^N$ outside closed shells, with $l\ge 1$. Evaluate it for np shells from fluorine to bismuth and for 3d and 4f shells, and explain how it varies.

Use the Breit-Pauli operator to first order, with nonrelativistic Hartree-Fock orbitals averaged over the configuration. Atomic units apply, except that spin-orbit constants are in cm$^{-1}$. Radial functions are real, with $u=rR$ and $\int u^2dr=1$.

## Solution

### 1. Summing over the spins of a closed shell

The operator is

$$H=\frac{\alpha^2}{2}\Big[\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i-\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j)\Big],\qquad \mathbf g(1,2)=\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}.$$

The pair (1,2) contributes $\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1)$. Let electron 1 go from valence orbital $q$ to $p$ while electron 2 belongs to a closed shell $k$.

*Direct part.* The spin sum over electron 2 removes $\mathbf s_2$ and gives a factor 2 with $\mathbf s_1$. The term in $\mathbf g(2,1)$ also vanishes. With real shell orbitals, $\sum_m\phi_m\nabla\phi_m=\tfrac12\nabla n$, where $n=\sum_m\phi_m^2$, so this term is proportional to $\int\nabla_2(1/r_{12})\times\nabla_2n\,d^3r_2$. That is the integral of the curl of $(1/r_{12})\nabla_2n$, which is zero. What remains is $2\sum_m\langle pk|\mathbf g|qk\rangle$.

*Exchange part.* Here $\sum_{\sigma'}\langle\sigma\sigma'|\mathbf s_1|\sigma'\sigma''\rangle=\langle\sigma|\mathbf s|\sigma''\rangle$, and $\mathbf s_2$ gives the same. Each $\mathbf g$ therefore carries $1+2=3$:

$$-3\sum_m\big(\langle pk|\mathbf g|kq\rangle+\langle kp|\mathbf g|qk\rangle\big).$$

### 2. Direct screening

Averaged over a spherical shell, $\mathbf r_{12}/r_{12}^3$ becomes $Q_k(r_1)\,\mathbf r_1/r_1^3$ by Gauss's law, where $Q_k(r)$ is the number of shell electrons inside $r$. Since $\mathbf r\times\mathbf p=\mathbf l$, the direct part is $D_k\,\mathbf l$ with

$$D_k=\int u_p^2\,\frac{Q_k(r)}{r^3}\,dr .$$

### 3. Exchange screening

With $v=1/r_{12}$ we have $\mathbf r_{12}/r_{12}^3=-\nabla_1v$. As $\mathbf p=-i\nabla$, this gives $\mathbf g=i\nabla_1v\times\nabla_1$. The first exchange term contains the shell's density matrix, which by the addition theorem is

$$\rho=\frac{2l_k+1}{4\pi}R_k(r_1)R_k(r_2)P_{l_k}(w),\qquad w=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2 .$$

For any $f(r_1,r_2,w)$, $\nabla_1f=\hat{\mathbf r}_1f_r+(\hat{\mathbf r}_2-w\hat{\mathbf r}_1)f_w/r_1$, where $f_r=\partial f/\partial r_1$. The tangential parts of $\nabla_1v$ and $\nabla_1\rho$ are parallel, so

$$i\nabla_1v\times\nabla_1\rho=\frac{i\,G}{r_1}\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2,\qquad G=v_r\rho_w-v_w\rho_r .$$

Let $\partial H/\partial w=G$. Then $\mathbf l_1H=-i\,G\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2$, and the kernel equals $-\mathbf l_1H/r_1$. A function of $w$ acts on $Y_{lm}(\hat{\mathbf r}_2)$ as a number,

$$\lambda=2\pi\int_{-1}^1HP_l\,dw=\frac{2\pi}{2l+1}\int_{-1}^1G\,(P_{l-1}-P_{l+1})\,dw .$$

The second form uses $(2l+1)P_l=(P_{l+1}-P_{l-1})'$ and an integration by parts, whose boundary term vanishes because $P_{l+1}=P_{l-1}$ at $w=\pm1$. The exchange term is therefore $E_k\,\mathbf l$, with

$$E_k=-\iint r_1r_2^2\,R_p(r_1)R_p(r_2)\,\lambda\,dr_1dr_2 .$$

Insert $v=\sum_LU_LP_L$, where $U_L=r_<^L/r_>^{L+1}$, and define $y_L(r)=\int U_L(r,r')u_pu_k\,dr'$. Using $R_k'=u_k'/r-u_k/r^2$,

$$E_k=-\frac{2l_k+1}{2(2l+1)}\sum_L\Big[a_L\!\int\!\frac{u_pu_k\,y_L'}{r}dr-b_L\!\int\!u_p\Big(\frac{u_k'}{r}-\frac{u_k}{r^2}\Big)y_L\,dr\Big],$$

$$a_L=\int_{-1}^1(P_{l-1}-P_{l+1})P_LP_{l_k}'\,dw,\qquad b_L=\int_{-1}^1(P_{l-1}-P_{l+1})P_L'P_{l_k}\,dw .$$

The sum ends at $L=l+l_k$, by the degree of the polynomials (for $b_L$, after one integration by parts). The second exchange term is the Hermitian conjugate of the first and has the same diagonal value. A closed shell thus lowers $Z\langle r^{-3}\rangle$ by $D_k-3\cdot2E_k=D_k-6E_k$.

*An s core shell.* Here $a_L=0$, and integration by parts gives $b_L=2\delta_{Ll}$. Hence

$$-6E_k=-\frac{6}{2l+1}\int u_pR_k'\,y_l\,dr .$$

For 1s and a nodeless $u_p>0$, $R_k'<0$ and $y_l>0$, so exchange adds to the screening.

*A p shell acting on itself.* The nonzero coefficients are $a_0=2$, $a_2=-\tfrac25$ and $b_2=\tfrac65$. Let $q(r)=\int_0^ru^2ds$ and define

$$M=\int\frac{u^2q}{r^3}dr,\quad A=\int\frac{u^2}{r^5}\int_0^rs^2u^2(s)\,ds\,dr,\quad I=\int\frac{u^2y_2'}{r}dr,\quad S=\int\frac{u^2y_2}{r^2}dr .$$

Since $y_0'=-q/r^2$, the $a_0$ integral is $-M$. Because $uu'=\tfrac12(u^2)'$, the $b_2$ integral is $-\tfrac12(I-S)-S=-\tfrac12(I+S)$. Therefore

$$E=-\tfrac12\big[-2M-\tfrac25I+\tfrac35(I+S)\big]=M-\tfrac1{10}I-\tfrac3{10}S .$$

Splitting $y_2$ into its inner and outer parts and exchanging the order of integration in the outer part gives $I=-3A+2M$ and $S=A+M$. Then $A$ cancels and $E=M/2$. As $D=6M$, exchange cancels half of the direct screening.

### 4. Weight of the open shell itself

Split the two-body operator inside the shell into $\sum_{i<j}(o_i+o_j)$, with $o=c\,\mathbf l\cdot\mathbf s$, and a remainder $R$. In $N$-electron states each electron belongs to $N-1$ pairs, so the first part is $(N-1)\sum_io_i$.

To fix $c$, contract with the filled shell of $4l+2$ states. Self terms cancel between direct and exchange, and $o$ has zero trace, so an electron in state $i$ gets

$$(4l+1)\,o_i+(0-o_i)=4l\,o_i .$$

Choose $c$ so that this equals the full-shell value; the contraction of $R$ is then zero. The open shell therefore enters with weight

$$w=\frac{N-1}{4l}.$$

$R$ has no overlap with $\sum\mathbf l\cdot\mathbf s$. In an average over uniformly occupied shell states, the one-body operator can absorb one creation and one annihilation operator of $R$, so another pair is contracted within $R$ and gives zero. This holds at every mean occupation, hence for each $N$. For one electron there is no pair, and for one hole $R$ reduces to its contractions, so in both cases $w$ gives the complete answer. Otherwise $R$ remains as a genuine two-body coupling outside $\zeta$.

### 5. Result

$$\boxed{x=\frac{\sigma}{Z},\qquad \sigma=\frac{1}{\langle r^{-3}\rangle}\sum_kw_k\,(D_k-6E_k)}$$

with $w_k=1$ for closed shells and $(N-1)/(4l)$ for the open one. The number $\sigma$ is an effective count of screening electrons.

### 6. Fluorine

For F 2p$^5$, $\langle r^{-3}\rangle=7.545$ bohr$^{-3}$, and $\alpha^2/2$ corresponds to 5.84366 cm$^{-1}$ per bohr$^{-3}$:

$$\zeta_1=5.84366\times9\times7.545=396.8\ \text{cm}^{-1}.$$

The shells contribute, as direct plus exchange screening,

- 1s: $1.351+1.209=2.561$ (from unrounded values),
- 2s: $0.153-0.033=0.120$,
- 2p: $0.471-0.235=0.235$ (from unrounded values), with $w=1$ for one hole.

The 2p line shows the factor $-\tfrac12$ derived above. The total is $\sigma=2.916$, so

$$x=\frac{2.916}{9}=0.324,\qquad \zeta=396.8\times0.676=268\ \text{cm}^{-1}.$$

Nearly half of the 1s contribution is exchange, so counting the charge inside the orbital would miss much of the effect. For one hole, $\sum\mathbf l\cdot\mathbf s$ is minus the value for the hole's orbital, which is $\tfrac12$ for $J=\tfrac32$ and $-1$ for $J=\tfrac12$. The $J=\tfrac32$ level is therefore lower, by $\tfrac32\zeta=402$ cm$^{-1}$.

### 7. Table

The length $r_0$ is the logarithmic mean radius of the weight $u^2/r^3$, so $Zr_0$ shows where the spin-orbit integral is collected on the scale $1/Z$.

| Shell | $Z$ | $Zr_0$ | $\sigma$ direct | $\sigma$ exch. | $\zeta$ (cm$^{-1}$) | $x$ (%) |
|---|---|---|---|---|---|---|
| F 2p | 9 | 2.06 | 1.98 | 0.94 | 268 | 32.4 |
| Cl 3p | 17 | 1.80 | 2.21 | 0.91 | 549 | 18.4 |
| Br 4p | 35 | 1.61 | 2.53 | 0.88 | 2215 | 9.8 |
| I 5p | 53 | 1.52 | 2.62 | 0.86 | 4303 | 6.6 |
| Bi 6p | 83 | 1.46 | 2.84 | 0.85 | 6753 | 4.4 |
| Ti 3d | 22 | 10.10 | 9.45 | 2.22 | 119 | 53.0 |
| Fe 3d | 26 | 9.00 | 9.61 | 2.03 | 414 | 44.8 |
| Ni 3d | 28 | 8.68 | 9.78 | 1.93 | 664 | 41.8 |
| Zr 4d | 40 | 7.97 | 10.87 | 1.91 | 381 | 32.0 |
| Hf 5d | 72 | 6.63 | 12.07 | 1.78 | 1553 | 19.2 |
| Pr 4f | 59 | 22.58 | 27.71 | 3.28 | 800 | 52.5 |
| Eu 4f | 63 | 21.21 | 27.69 | 3.10 | 1411 | 48.9 |
| Er 4f | 68 | 20.07 | 27.96 | 2.88 | 2476 | 45.4 |

*The p shells.* From F to Bi, $Z$ grows by a factor of 9.2, but $\sigma$ only from 2.9 to 3.7. The reason is a scaling law. Close to a heavy nucleus, the orbital energy and the screening are small beside $Z/r$, and a valence p function obeys

$$u''=\Big(\frac{2}{r^2}-\frac{2Z}{r}\Big)u .$$

With $t=Zr$ this becomes $d^2u/dt^2=(2/t^2-2/t)u$, which contains no $Z$. The $r^{-3}$ weight therefore sits at a fixed $Zr$. The regular solution is $u=\sqrt t\,J_3(\sqrt{8t})$, for which $Zr_0=1.27$; the table approaches this value slowly from above. In the same limit the innermost core shells also scale as $1/Z$, so the contribution of each to $\sigma$ tends to a constant. The sum over shells does not settle, however. At large $t$ the normalised weight averages to $6t^{-5/2}/(\pi\sqrt8)$, while the Thomas-Fermi charge inside $t$ grows as $(8/9\pi)(2t)^{3/2}$. Their product is $16/(3\pi^2t)$, and this form holds out to $t\sim Z^{2/3}$, where screening sets in; this range contributes $\tfrac{32}{9\pi^2}\ln Z$. The region beyond it still counts. There the averaged weight, being inversely proportional to the local momentum $\sqrt{2Z\phi/r}$, gains a factor $\phi^{-1/2}$, where $\phi$ is the Thomas-Fermi screening function of the scaled radius $\xi=t/(bZ^{2/3})$ and $b=\tfrac12(3\pi/4)^{2/3}$. With $\phi\to144/\xi^3$ and an enclosed charge tending to $Z$, the product becomes $2/(3\pi^2t)$. This form holds out to $r\sim1$ bohr, that is $t\sim Z$, and adds $\tfrac{2}{9\pi^2}\ln Z$. The direct screening therefore grows as $\tfrac{34}{9\pi^2}\ln Z\approx0.38\ln Z$. Applied from F to Bi, this slope gives a rise of 0.85, against 0.86 in the table. The law is asymptotic, so for light atoms it is only a guide, and the single steps down the group scatter about it. The exchange part changes little, from 0.94 to 0.85. The share thus falls somewhat more slowly than $1/Z$, because $\sigma$ itself grows slowly.

*The d and f shells.* Their weight lies further out in units of $1/Z$, with many more core electrons inside. Along a row $\sigma$ hardly changes: it is 11.6 to 11.7 for the three 3d atoms and 30.8 to 31.0 for the three 4f atoms. The share falls within each row because $Z$ rises.

One half is thus not a constant of 3d and 4f shells. They lie near it because they are filled at nuclear charges of roughly twice their $\sigma$. The 4d and 5d cases confirm this reading: $\sigma$ rises slightly, to 12.8 and 13.8, yet the share drops to 32% and 19% because $Z$ is much larger.

### 8. Accuracy and limits

For the 2p hole of neon, the radial formulas and a separate Gaussian-basis calculation both give a share of 29.07%. This checks the evaluation, not the physical model, which omits correlation and relativistic changes of the orbitals.

The two omissions together already show for iodine, where $\tfrac32\zeta=6455$ cm$^{-1}$ lies well below the measured splitting of about 7600 cm$^{-1}$. The second omission is serious for 6p. In bismuth $Z\alpha\approx0.6$, so the orbital near the nucleus is not the nonrelativistic one. The 6p values of $\zeta$ are therefore not predictions of measured splittings. The share of about 4% belongs to this level of theory; its relativistic correction was not computed. The numerical output below gives further digits and the thallium case.

## Values computed for the example and the checks

```
alpha^2/2 in cm^-1 per atomic unit of <r^-3>: 5.84366
Table columns: atom, valence shell, Z, <r^-3> (bohr^-3),
 Z*r0 (bohr; r0 = log-mean radius of the r^-3 weight),
 direct and exchange screening (electrons),
 zeta1 (cm^-1), zeta (cm^-1), two-electron share (%)
F  2p5     9    7.545    2.06   1.975   0.941     396.8     268.2   32.4
Cl 3p5    17    6.769    1.80   2.211   0.911     672.4     548.9   18.4
Br 4p5    35   12.000    1.61   2.534   0.880    2454.3    2215.0    9.8
I  5p5    53   14.872    1.52   2.623   0.863    4606.1    4303.2    6.6
Tl 6p1    81    7.553    1.47   2.893   0.853    3575.2    3409.9    4.6
Bi 6p3    83   14.572    1.46   2.838   0.851    7067.5    6753.4    4.4
Ti 3d2    22    1.975   10.10   9.448   2.219     253.9     119.3   53.0
Fe 3d6    26    4.931    9.00   9.611   2.026     749.1     413.8   44.8
Ni 3d8    28    6.972    8.68   9.779   1.929    1140.8     663.8   41.8
Zr 4d2    40    2.397    7.97  10.871   1.914     560.4     381.3   32.0
Hf 5d2    72    4.569    6.63  12.072   1.776    1922.5    1552.8   19.2
Pr 4f3    59    4.888   22.58  27.707   3.276    1685.4     800.3   52.5
Eu 4f7    63    7.496   21.21  27.691   3.101    2759.8    1410.9   48.9
Er 4f12   68   11.401   20.07  27.957   2.883    4530.3    2475.7   45.4
Fluorine by shell: direct, exchange screening (electrons)
  1s: 1.3513 1.2094
  2s: 0.1532 -0.0328
  2p: 0.4705 -0.2353
F 2p total screening (electrons): 2.916
F 2P level splitting 1.5*zeta (cm^-1): 402.3
Ne 2p-hole share, radial grid (%): 29.07
Ne 2p-hole share, Gaussian basis (%): 29.07
p-shell projection factor, N=1..5: 0.0000 0.2500 0.5000 0.7500 1.0000
largest relative error, Gaussian integrals: 5.0e-13
Bi share change with grid (percentage points): 2.5e-09
```
